# Acoustic energy transmission through a bonded interface at normal incidence

**Result.** A plane elastic wave travels in medium 1 and strikes, head-on, a flat and perfectly bonded interface with medium 2. The fraction of its energy that crosses is

$$T=\frac{4Z_1Z_2}{(Z_1+Z_2)^2},\qquad Z=\rho c ,$$

where $\rho$ is the density, $c$ the speed of sound and $Z$ the acoustic impedance of each medium.

Inside a chip, heat crossing from one solid to another is carried partly by such waves. If little of their energy gets through, a temperature jump builds up at the interface; the jump divided by the heat flux is the thermal boundary resistance. The fraction $T$ is one ingredient of that resistance. Other ingredients include waves at oblique incidence, all the polarizations, the number of vibrations present at each frequency and the speed at which they carry energy.

## 1. One medium, one wave

Let $x$ be the coordinate along the direction of travel and $u(x,t)$ the displacement of the material. The wave is either longitudinal ($u$ along $x$) or transverse ($u$ across $x$). The medium is uniform, lossless and linear, so the stress is proportional to the strain:

$$\sigma=M\frac{\partial u}{\partial x}.$$

Here $M$ is the stiffness for the chosen polarization. For a longitudinal wave, positive $\sigma$ means tension.

Take a slab of unit area between $x$ and $x+\Delta x$. The material on its right pulls it with $\sigma(x+\Delta x)$, and the material on its left pulls it back with $\sigma(x)$. Newton's law reads

$$\rho\,\Delta x\,\frac{\partial^2u}{\partial t^2}=\sigma(x+\Delta x)-\sigma(x).$$

Dividing by $\Delta x$, letting $\Delta x\to0$ and inserting the stress gives

$$\frac{\partial^2u}{\partial t^2}=c^2\frac{\partial^2u}{\partial x^2},\qquad c^2=\frac{M}{\rho}.$$

To solve this, use the variables $p=t-x/c$ and $q=t+x/c$. The chain rule gives $\partial_t=\partial_p+\partial_q$ and $c\,\partial_x=\partial_q-\partial_p$, so

$$\partial_t^2-c^2\partial_x^2=(\partial_p+\partial_q)^2-(\partial_q-\partial_p)^2=4\,\partial_p\partial_q .$$

The wave equation is therefore $\partial_p\partial_qu=0$, and its general solution is

$$u=f(t-x/c)+g(t+x/c).$$

The first part moves toward $+x$ and the second toward $-x$, each with an arbitrary shape.

Now compare stress and velocity $v=\partial u/\partial t$. A prime denotes the derivative of a function with respect to its argument. For the wave moving toward $+x$,

$$v=f',\qquad \sigma=M\left(-\frac1c\right)f'=-Zv,$$

because $M/c=\rho c^2/c=\rho c=Z$. For the wave moving toward $-x$, the inner derivative is $+1/c$, and so $\sigma=+Zv$. Impedance is thus the stress needed per unit of material velocity. The sign makes sense: where a longitudinal wave moving to the right carries material to the right, the material is compressed, and $\sigma$ is negative.

## 2. The simplest boundaries: nothing, and a rigid wall

Let medium 1 fill $x<0$ and end at $x=0$. An incident pulse $f$ produces a reflected pulse $g$. At the end of the medium,

$$v=f'+g',\qquad \sigma=-Z_1f'+Z_1g'.$$

If nothing lies beyond, no force acts on the surface. Then $\sigma=0$, so $g'=f'$, and the surface moves with velocity $2f'$, twice that of the incident wave alone.

If a rigid wall lies beyond, the surface cannot move. Then $v=0$, so $g'=-f'$, and the stress is $-2Z_1f'$, twice that of the incident wave alone.

In both cases no energy leaves medium 1. Transferring energy takes force and motion together: the free surface has motion without force, and the wall has force without motion. A real second medium lies between these extremes.

## 3. Two media

Let medium 2 fill $x>0$, with no wave arriving from its far side. Then

$$u_1=f(t-x/c_1)+g(t+x/c_1),\qquad u_2=h(t-x/c_2),$$

for the incident and reflected waves in medium 1 and the transmitted wave in medium 2. Both media are taken as isotropic, so that at normal incidence the interface does not turn one polarization into another.

Two conditions hold at $x=0$.

**Displacement is continuous.** In a perfect bond the two faces neither separate nor slide, so $u_1=u_2$ at all times. The time derivatives are then equal too:

$$f'+g'=h'.\tag{1}$$

**Stress is continuous.** Consider a slab of thickness $\varepsilon$ enclosing the interface. The difference of the stresses on its two faces equals its mass per area times its acceleration. The mass vanishes as $\varepsilon\to0$ while the acceleration stays finite, so the stresses become equal: $-Z_1f'+Z_1g'=-Z_2h'$, or

$$Z_1(f'-g')=Z_2h'.\tag{2}$$

Insert $h'$ from (1) into (2):

$$Z_1f'-Z_1g'=Z_2f'+Z_2g'.$$

Collecting $f'$ on one side and $g'$ on the other gives $(Z_1-Z_2)f'=(Z_1+Z_2)g'$. Hence

$$g'=r f',\qquad r=\frac{Z_1-Z_2}{Z_1+Z_2}.$$

Equation (1) then gives

$$h'=(1+r)f'=\tau f',\qquad \tau=\frac{(Z_1+Z_2)+(Z_1-Z_2)}{Z_1+Z_2}=\frac{2Z_1}{Z_1+Z_2}.$$

These are ratios of velocities. Integrating over time gives the same ratios for the displacements at the interface, since all three are zero before the pulse arrives.

**Check on the limits.** For $Z_2\to0$, $r\to1$ and $\tau\to2$, which is the free surface of section 2. For $Z_2\to\infty$, $r\to-1$ and $\tau\to0$, which is the rigid wall. For $Z_2=Z_1$, $r=0$ and $\tau=1$: medium 2 answers the motion with the same stress that more of medium 1 would have supplied, so nothing is reflected.

## 4. From displacement to energy

The free surface shows why $\tau$ cannot be the energy fraction: there $\tau=2$, yet no energy crosses. The energy flux is needed.

At any plane, the material on the right pulls the material on the left with force per area $\sigma$. By Newton's third law, the left acts on the right with $-\sigma$. Multiplying by the velocity gives the power per area passed toward $+x$:

$$J=-\sigma v .$$

In medium 1, where both waves are present,

$$J_1=Z_1(f'-g')(f'+g')=Z_1f'^2-Z_1g'^2 .$$

The products $f'g'$ cancel. The net flux is the incident flux minus the reflected flux at every instant, even where the waves overlap, so it is meaningful to speak of the two separately. In medium 2,

$$J_2=-(-Z_2h')h'=Z_2h'^2 .$$

The transmitted energy fraction is therefore

$$T=\frac{Z_2h'^2}{Z_1f'^2}=\frac{Z_2}{Z_1}\tau^2=\frac{Z_2}{Z_1}\,\frac{4Z_1^2}{(Z_1+Z_2)^2}=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.$$

The reflected fraction is $R=Z_1g'^2/(Z_1f'^2)=r^2$. The two add up to one:

$$R+T=\frac{(Z_1-Z_2)^2+4Z_1Z_2}{(Z_1+Z_2)^2}=\frac{(Z_1+Z_2)^2}{(Z_1+Z_2)^2}=1 .$$

No frequency appears, so in this continuum model $T$ is the same for a pulse of any shape.

**Check on the limits.** With $s=Z_2/Z_1$,

$$T=\frac{4s}{(1+s)^2}.$$

Both $s\to0$ and $s\to\infty$ give $T\to0$, as section 2 requires. Since $1-T=r^2$, full transmission occurs when $Z_1=Z_2$ and in no other case. For a small mismatch, $s=1+\delta$, the reflected fraction is $\delta^2/(2+\delta)^2\approx\delta^2/4$, which is of second order. For a large mismatch, $s\gg1$, $T\approx4/s$.

## 5. Numbers for one pair of media

Take round model values:

- medium 1: $\rho_1=2000$ kg/m³, $c_1=8000$ m/s;
- medium 2: $\rho_2=16000$ kg/m³, $c_2=4000$ m/s.

The impedances are

$$Z_1=2000\times8000=16\times10^6,\qquad Z_2=16000\times4000=64\times10^6\ \text{kg/(m}^2\,\text{s)}.$$

The ratios follow, with the common factor $10^6$ cancelled:

$$r=\frac{16-64}{80}=-0.60,\qquad \tau=\frac{2\times16}{80}=0.40,\qquad T=\frac{4\times16\times64}{80^2}=0.64 .$$

So 64% of the energy crosses and $R=0.36$ returns. The negative $r$ means that the reflected displacement is inverted, as at a rigid wall.

Let the wave have frequency 0.1 THz and displacement amplitude $A=1$ pm. Its wavelength $c/\text{frequency}$ is 80 nm in medium 1 and 40 nm in medium 2. With angular frequency $\omega$, the velocity amplitude is $\omega A$ and the stress amplitude is $Z\omega A$. For the incident wave,

$$Z_1\omega A=(16\times10^6)(2\pi\times10^{11})(10^{-12})\ \text{Pa}=10.05\ \text{MPa}.$$

The reflected stress amplitude is $0.6$ times this, 6.03 MPa. The transmitted one is $Z_2\tau/Z_1=1.6$ times the incident one, 16.08 MPa. In medium 1 the two stresses at the interface are $-Z_1f'$ and $Z_1rf'=-0.6\,Z_1f'$. They have the same sign, so their amplitudes add up to the transmitted amplitude, as stress continuity demands.

The mean flux is $\tfrac12Z\omega^2A^2$, because the square of a sine averages to one half. It is 3.158 MW/m² for the incident wave, 1.137 MW/m² for the reflected wave and 2.021 MW/m² for the transmitted wave. The last two add up to the first, and $2.021/3.158=0.64$.

These ratios were tested without using any impedance formula. A pulse was followed on a grid with Newton's law and the stress–strain law alone, and after the collision the energy on each side was summed. The numerical output gives fractions of 0.3600 and 0.6400, and displacement ratios of $-0.6000$ and $0.4000$.

## 6. The same interface from the other side

Exchanging the labels leaves $T$ unchanged, since the formula is symmetric. The displacement ratios do change:

$$r=\frac{64-16}{80}=0.60,\qquad \tau=\frac{2\times64}{80}=1.60 .$$

The transmitted displacement is larger than the incident one, yet the energy fraction is

$$T=\frac{16}{64}\times1.60^2=0.64 .$$

Medium 1 moves more, but it needs only a quarter of the stress per unit velocity. The grid calculation run in this direction also gives 0.6400.

## 7. It is impedance that has to match

Choose a second medium with density 4000 kg/m³ and sound speed 4000 m/s. Compared with medium 1, the density is doubled and the speed is halved. The product is again $16\times10^6$ kg/(m² s), so $T=1$. The grid calculation finds 1.0000 for this pair. In the continuum model, media with different sound speeds give no reflection at normal incidence if their densities compensate so that $\rho c$ is the same. Without that compensation they do reflect: halving the speed at equal density halves $Z$ and gives $R=1/9$.

Keeping the speeds fixed and raising the density of the second medium gives:

| $Z_2/Z_1$ | $T$ |
|---|---|
| 1 | 1.0000 |
| 2 | 0.8889 |
| 4 | 0.6400 |
| 10 | 0.3306 |
| 100 | 0.0392 |

A factor of two in impedance costs only 11% of the energy, because the displacement ratio $r=-1/3$ enters squared. At a ratio of 100 the estimate $4Z_1/Z_2=0.0400$ is about 2% above the full formula.

## 8. Relaxing the bond

Suppose the faces are held together by a massless elastic layer of stiffness $\kappa$ per unit area. It transmits the stress unchanged but stretches, so at the interface

$$u_2-u_1=\frac{\sigma}{\kappa}.$$

Take a wave with time factor $e^{-i\omega t}$ and unit incident velocity amplitude. The reflected and transmitted velocity amplitudes are $r$ and $\tau$, now complex. Stress continuity is still $Z_1(1-r)=Z_2\tau$, so $r=1-Z_2\tau/Z_1$. The time derivative of the stretching law brings a factor $-i\omega$, and the stress is $-Z_2\tau$:

$$\tau-(1+r)=\frac{(-i\omega)(-Z_2\tau)}{\kappa}=\frac{i\omega Z_2}{\kappa}\tau .$$

Inserting $r$ and collecting the terms in $\tau$ gives

$$\tau\left(1+\frac{Z_2}{Z_1}-\frac{i\omega Z_2}{\kappa}\right)=2 .$$

Multiplying by $Z_1$, solving for $\tau$ and forming $T=(Z_2/Z_1)|\tau|^2$ yields

$$T(\omega)=\frac{4Z_1Z_2}{(Z_1+Z_2)^2+(\omega Z_1Z_2/\kappa)^2}.$$

For $\kappa\to\infty$ the perfect bond returns. For any finite $\kappa$ and nonzero frequency the transmission through this massless layer is lower and falls with frequency, and even matched media reflect. A layer that has mass can instead raise the transmission. Between the media of section 5, a layer with density 8000 kg/m³ and sound speed 4000 m/s has impedance $\sqrt{Z_1Z_2}$; at a thickness of 10 nm, a quarter wavelength at 0.1 THz, it transmits fully at that frequency. Continuity of displacement is therefore a physical condition on the bond, and the opening formula depends on it.

## 9. Relaxing the continuum

Solids are made of atoms, so the continuum result needs wavelengths much longer than the atomic spacing $a$. A chain model shows what happens otherwise. Give each medium atoms of mass $m=\rho a$ per unit area, joined by springs of stiffness $K=M/a$ per unit area. A wave $e^{i(kna-\omega t)}$ at atom $n$ obeys

$$-m\omega^2=K(e^{ika}+e^{-ika}-2)=-4K\sin^2\frac{ka}{2},$$

so that $\omega=(2c/a)\sin(ka/2)$ for $0\le ka\le\pi$, using $\sqrt{K/m}=c/a$. The highest frequency is $\omega/2\pi=c/(\pi a)$. With $a=0.25$ nm, this cutoff is 5.09 THz in medium 2.

Let atom 0 end the first chain and atom 1 begin the second, joined by a spring $K_J$ made of half a spacing of each medium in series: $1/K_J=\tfrac12(1/K_1+1/K_2)$. Their equations of motion are

$$-m_1\omega^2u_0=K_1(u_{-1}-u_0)+K_J(u_1-u_0),$$
$$-m_2\omega^2u_1=K_J(u_0-u_1)+K_2(u_2-u_1).$$

At low frequency the spring forces are proportional to $\omega$ and the inertia terms to $\omega^2$. To leading order the three spring forces are then equal, which is continuity of stress. The stretch $u_1-u_0$ is a force divided by $K_J$, so it vanishes with $\omega$, which is continuity of displacement. Both continuum conditions are recovered.

At finite frequency, let $k_1$ and $k_2$ be the wave numbers that the dispersion relation gives in the two chains. Leaving out the common factor $e^{-i\omega t}$, insert

$$u_n=e^{ik_1na}+r\,e^{-ik_1na}\ \ (n\le0),\qquad u_n=\tau\,e^{ik_2(n-1)a}\ \ (n\ge1)$$

into the two equations of motion and solve them for the complex numbers $r$ and $\tau$. The energy flux follows from the force $K(u_n-u_{n+1})$ that atom $n$ exerts on atom $n+1$, times the velocity of atom $n+1$. For a wave of amplitude $A$ moving toward $+x$ its time average is $\tfrac12\omega K\sin(ka)\,|A|^2$, so

$$T=\frac{K_2\sin(k_2a)}{K_1\sin(k_1a)}\,|\tau|^2 .$$

For the media of section 5 this gives:

| Frequency (THz) | $T$ |
|---|---|
| 0.1 | 0.63994 |
| 0.2 | 0.63978 |
| 1.0 | 0.63431 |
| 2.0 | 0.61546 |
| 4.0 | 0.49314 |

Doubling the frequency from 0.1 to 0.2 THz multiplies the deviation from 0.64 by 4.003, so the leading correction grows as $\omega^2$. At 1 THz the chain lies about 1% below the continuum value; at 4 THz, close to the cutoff, it lies 23% below. These percentages belong to this chain and this joining spring. Above 5.09 THz medium 2 carries no wave, so in this harmonic chain $T=0$ from there up to the cutoff of medium 1, 10.19 THz. The conclusion for heat flow is that the impedance formula suits the long-wavelength vibrations, and that vibrations near or above the cutoff need an atomic description of the interface. Which vibrations matter is set by the thermal frequency, the Boltzmann constant times the temperature divided by the Planck constant. It is about 0.1 THz at 5 K, where the formula applies, but 6.25 THz at 300 K, above the cutoff of medium 2. Weighting each vibration of the first chain by the heat it carries gives an average transmission of 0.64 at 5 K and about 0.29 at 300 K. At the working temperature of a chip the impedance formula therefore describes only the low-frequency part of the heat flow, and only for a flat, well-bonded interface.

## Values computed for the example and the checks

```
Density 1, 2: 2000, 16000 kg/m^3
Sound speed 1, 2: 8000, 4000 m/s
Impedance Z1, Z2: 16.0, 64.0 10^6 kg/(m^2 s)
Frequency: 0.1 THz
Wavelength 1, 2: 80.0, 40.0 nm
Incident displacement amplitude: 1.0 pm
Displacement ratio reflected r: -0.6000
Displacement ratio transmitted tau: 0.4000
Energy fraction reflected R: 0.3600
Energy fraction transmitted T: 0.6400
Stress amplitude incident, reflected, transmitted: 10.053, 6.032, 16.085 MPa
Mean flux size incident, reflected, transmitted: 3.158, 1.137, 2.021 MW/m^2
Pulse simulation, columns: R, T, r, tau
  from medium 1: 0.3600, 0.6400, -0.6000, 0.4000
  from medium 2: 0.3600, 0.6400, 0.6000, 1.6000
Formula from medium 2: r = 0.6000, tau = 1.6000
Matched pair: density b 4000 kg/m^3, speed b 4000 m/s
Impedance ratio Zb/Za, T formula, T simulated
    1  1.0000  1.0000
    2  0.8889  0.8889
    4  0.6400  0.6400
   10  0.3306  0.3306
  100  0.0392  0.0392
Large-contrast estimate 4 Za/Zb at ratio 100: 0.0400
Atomic chain spacing: 0.25 nm
Atomic chain cutoff frequency of medium 2: 5.09 THz
Atomic chain: frequency (THz), T
  0.1  0.63994
  0.2  0.63978
  1.0  0.63431
  2.0  0.61546
  4.0  0.49314
Chain error growth when frequency doubles 0.1 to 0.2 THz: 4.003
```
